# Langreth's Core-Hole Plasmon Model: Poisson Satellites and the Cumulant

A core level has a removal energy of −100 eV as long as the plasmons around it are held frozen. When it is coupled with strength 12 eV to a plasmon of energy 15 eV, its removal spectrum has no line at −100 eV. The lines lie at −90.4, −105.4, −120.4 eV and so on, with weights 0.527, 0.337, 0.108. The Dyson equation with the lowest-order GW self-energy of the same model gives two lines instead, 28.3 eV apart. The model is simple enough to account for both results. Its parameters here are round numbers and stand for no particular material.

## The model and its spectrum

Set \(\hbar=1\). Let \(c\) remove the core electron and \(b\) remove a plasmon, with \([b,b^\dagger]=1\). One spin state of the core is kept, so its occupation \(c^\dagger c\) is 0 or 1. The plasmon feels the core only when the core is empty:

\[
H=\varepsilon c^\dagger c+\omega_p b^\dagger b+g\,cc^\dagger(b+b^\dagger).\tag{1}
\]

Here \(g\) is real, \(\omega_p>0\), and \(cc^\dagger=1-c^\dagger c\) counts holes. The hole has no kinetic energy, the coupling is linear in the plasmon amplitude, and the plasmon is undamped. The temperature is zero and the core is initially filled, so the initial state is \(|i\rangle=|1\rangle_{\rm core}|0\rangle\), with energy \(E_i=\varepsilon\).

The removal spectrum is

\[
A(\omega)=\int_{-\infty}^{\infty}\frac{dt}{2\pi}\,e^{i\omega t}\langle i|c^\dagger(0)c(t)|i\rangle,\qquad c(t)=e^{iHt}ce^{-iHt}.
\]

Inserting the eigenstates \(|f\rangle\) of \(H\) with an empty core turns the expectation value into \(\sum_f|\langle f|c|i\rangle|^2e^{i(E_f-E_i)t}\). The time integral then gives

\[
A(\omega)=\sum_f|\langle f|c|i\rangle|^2\,\delta(\omega-E_i+E_f).\tag{2}
\]

Thus \(\omega=E_i-E_f\): a final state with more energy left in it appears at lower \(\omega\).

Since \(H\) conserves \(c^\dagger c\), the final states are those of the empty-core Hamiltonian

\[
H_h=\omega_p b^\dagger b+g(b+b^\dagger).\tag{3}
\]

The operator \(c\) changes the core and leaves the plasmon in \(|0\rangle\). That vacuum is not an eigenstate of \(H_h\), and this is the origin of the satellites.

## Energies of the displaced oscillator

Put \(\alpha=g/\omega_p\) and \(B=b+\alpha\). A constant does not alter a commutator, so \([B,B^\dagger]=1\). Substituting \(b=B-\alpha\) in (3),

\[
\begin{aligned}
H_h&=\omega_p(B^\dagger-\alpha)(B-\alpha)+g(B+B^\dagger-2\alpha)\\
&=\omega_pB^\dagger B+(g-\omega_p\alpha)(B+B^\dagger)+\omega_p\alpha^2-2g\alpha .
\end{aligned}
\]

The linear term vanishes because \(\omega_p\alpha=g\). The constants are \(g^2/\omega_p-2g^2/\omega_p=-g^2/\omega_p\). With

\[
a=\alpha^2=\frac{g^2}{\omega_p^2},\tag{4}
\]

this becomes

\[
H_h=\omega_pB^\dagger B-a\omega_p.\tag{5}
\]

To see that the number states of \(B\) form a complete set, let \(X=\alpha(b-b^\dagger)\), which is anti-Hermitian, so that \(U=e^X\) is unitary. Since \([b^\dagger,b]=-1\), we have \([X,b]=\alpha\), and

\[
\frac{d}{ds}\left(e^{sX}be^{-sX}\right)=e^{sX}[X,b]e^{-sX}=\alpha .
\]

Integrating from \(s=0\) to 1 gives \(UbU^\dagger=b+\alpha=B\). The states \(|\tilde n\rangle=U|n\rangle\) therefore satisfy \(B^\dagger B|\tilde n\rangle=n|\tilde n\rangle\), and they are complete because the \(|n\rangle\) are. Their energies are

\[
E_n=(n-a)\omega_p,\qquad n=0,1,2,\ldots\tag{6}
\]

The hole moves the equilibrium point of the oscillator without changing its frequency. The level spacing stays \(\omega_p\), and every level drops by the relaxation energy \(a\omega_p=g^2/\omega_p\).

## Weights

By (2) the weight of line \(n\) is \(P_n=|\langle\tilde n|0\rangle|^2\). From \(b|0\rangle=0\) follows

\[
B|0\rangle=\alpha|0\rangle .\tag{7}
\]

The original vacuum is an eigenstate of the new lowering operator, that is, a coherent state of the displaced oscillator. Since \(|\tilde n\rangle=(B^\dagger)^n|\tilde0\rangle/\sqrt{n!}\),

\[
\langle\tilde n|0\rangle=\frac{\langle\tilde0|B^n|0\rangle}{\sqrt{n!}}=\frac{\alpha^n}{\sqrt{n!}}\langle\tilde0|0\rangle .
\]

Completeness requires the weights to add up to one:

\[
1=\sum_{n=0}^\infty P_n=|\langle\tilde0|0\rangle|^2\sum_{n=0}^\infty\frac{a^n}{n!}=|\langle\tilde0|0\rangle|^2e^a .
\]

Hence \(|\langle\tilde0|0\rangle|^2=e^{-a}\). With (6) and \(E_i=\varepsilon\), equation (2) becomes

\[
A(\omega)=\sum_{n=0}^{\infty}e^{-a}\frac{a^n}{n!}\,\delta(\omega-\varepsilon-a\omega_p+n\omega_p).\tag{8}
\]

This is the exact spectrum of the model (1) for the stated initial state.

In the example \(a=(12/15)^2=0.64\) and the relaxation energy is \(0.64\times15=9.6\) eV, or 0.353 hartree. The main line is at \(-100+9.6=-90.4\) eV with weight \(e^{-0.64}=0.527\). The next lines follow at steps of 15 eV:

- \(n=1\): −105.4 eV, weight \(0.64\times0.527=0.337\)
- \(n=2\): −120.4 eV, weight \((0.64/2)\times0.337=0.108\)
- \(n=3\): −135.4 eV, weight \((0.64/3)\times0.108=0.023\)

The numerical check obtains the same positions and weights by diagonalizing (1) numerically.

The mean of the Poisson distribution is \(\sum_n nP_n=a\), so \(a\) is the mean number of plasmons left behind, counted from the relaxed state. The ratio \(P_{n+1}/P_n=a/(n+1)\) shows that the weights fall steadily for \(a<1\), while for \(a>1\) the first satellite is stronger than the main line. As \(g\to0\) at fixed \(\omega_p\), the single line at \(\varepsilon\) returns. For large \(a\) the strongest lines have \(n\) near \(a\), which puts them near \(\omega=\varepsilon\), the frozen-plasmon energy.

## Several modes, and where the coupling is placed

Suppose that many modes share the frequency \(\omega_p\) and couple to the hole through \(\sum_q(g_qb_q+g_q^*b_q^\dagger)\). Define

\[
b=\frac1g\sum_qg_qb_q,\qquad g^2=\sum_q|g_q|^2 .\tag{9}
\]

Then \([b,b^\dagger]=\sum_q|g_q|^2/g^2=1\), and the coupling is \(g(b+b^\dagger)\). A unitary change of modes that has \(b\) as one member leaves \(\omega_p\sum_qb_q^\dagger b_q\) unchanged in form. The other members do not couple and stay in their vacuum, so (8) holds with \(g^2\) from (9). If the frequencies differ, each mode is displaced separately and the lines lie at \(\varepsilon+\sum_q|g_q|^2/\omega_q-\sum_qn_q\omega_q\). These are in general not equally spaced.

The coupling may instead be written \(g\,c^\dagger c(b+b^\dagger)\). The filled core then has the displaced oscillator, with ground-state energy \(\varepsilon-a\omega_p\), and the empty core has levels \(n\omega_p\). From \(b|\tilde0\rangle=(B-\alpha)|\tilde0\rangle=-\alpha|\tilde0\rangle\) the weights \(|\langle n|\tilde0\rangle|^2\) are again \(e^{-a}a^n/n!\), but the lines lie at \(\varepsilon-a\omega_p-n\omega_p\). In this convention \(\varepsilon\) is not the mean removal energy. The mean is \(\varepsilon-2a\omega_p\), and the main line is again \(a\omega_p\) above it.

The derivation also shows where the Poisson law can fail. If plasmons are present initially, (7) does not describe the initial state. If the hole can move to other sites, or the coupling contains terms beyond the linear one, the final-state Hamiltonian is no longer (3).

## The propagator as an exponential

The time-ordered propagator is \(G(t)=-i\langle i|T\,c(t)c^\dagger(0)|i\rangle\). For \(t>0\) it vanishes, because \(c^\dagger\) cannot fill an occupied level. For \(t<0\) the exchange of two fermion operators supplies a minus sign, and

\[
G(t)=i\langle i|c^\dagger(0)c(t)|i\rangle=ie^{-i\varepsilon t}\langle0|e^{iH_ht}|0\rangle .
\]

With the energies (6) and the weights found above,

\[
\langle0|e^{iH_ht}|0\rangle=e^{-a}e^{-ia\omega_pt}\sum_{n=0}^{\infty}\frac{(ae^{i\omega_pt})^n}{n!}=e^{C(t)},
\]

\[
C(t)=a\left(e^{i\omega_pt}-1-i\omega_pt\right).\tag{10}
\]

Each term of \(C\) has a visible effect. The term linear in \(t\) moves the whole series up by \(a\omega_p\), the constant reduces the main line to \(e^{-a}\), and the oscillating term creates the satellites. The exponent is proportional to \(g^2\), with no higher powers of the coupling.

## The same exponent from the GW self-energy

Without coupling, \(G_0(t)=i\theta(-t)e^{-i\varepsilon t}\). With \(G(\omega)=\int dt\,e^{i\omega t}G(t)\),

\[
G_0(\omega)=i\int_{-\infty}^0dt\,e^{i(\omega-\varepsilon-i0)t}=\frac{1}{\omega-\varepsilon-i0}.\tag{11}
\]

The plasmon part of the screened interaction is \(W(t)=-ig^2\langle T\phi(t)\phi(0)\rangle=-ig^2e^{-i\omega_p|t|}\) with \(\phi=b+b^\dagger\). Transforming the two halves of the time axis separately gives

\[
W(\nu)=g^2\left[\frac1{\nu-\omega_p+i0}-\frac1{\nu+\omega_p-i0}\right].
\]

There is no static mean-field term, because \(cc^\dagger\) has zero expectation value in \(|i\rangle\). The GW self-energy is \(\Sigma(t)=iG_0(t)W(t)\). In frequency space, since \(W(\nu)\) is even,

\[
\Sigma(\omega)=i\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,G_0(\omega+\nu)W(\nu).
\]

The pole of \(G_0(\omega+\nu)\) is at \(\nu=\varepsilon-\omega+i0\), in the upper half-plane. Close the contour in the lower half-plane. The second term of \(W\) has no pole there and contributes nothing. The first has one at \(\nu=\omega_p-i0\), and the clockwise contour gives a factor \(-2\pi i\):

\[
\Sigma(\omega)=\frac{i}{2\pi}(-2\pi i)\,g^2G_0(\omega+\omega_p)=\frac{g^2}{\omega-\varepsilon+\omega_p-i0}.\tag{12}
\]

The cumulant method writes \(G(t)=G_0(t)e^{C(t)}\) and fixes \(C\) by matching the term of order \(g^2\), which requires \(G_0(t)C(t)\) to be the transform of \(G_0\Sigma G_0\). With \(x=\omega-\varepsilon-i0\),

\[
G_0\Sigma G_0=\frac{g^2}{x^2(x+\omega_p)}
=g^2\left[\frac1{\omega_px^2}-\frac1{\omega_p^2x}+\frac1{\omega_p^2(x+\omega_p)}\right].\tag{13}
\]

Over the common denominator \(\omega_p^2x^2(x+\omega_p)\), the numerator of the bracket is \(\omega_p(x+\omega_p)-x(x+\omega_p)+x^2=\omega_p^2\), which confirms the decomposition.

By (11), \(1/x\) transforms back to \(G_0(t)\). Replacing \(\varepsilon\) by \(\varepsilon-\omega_p\) shows that \(1/(x+\omega_p)\) becomes \(G_0(t)e^{i\omega_pt}\). Since \(1/x^2=\partial(1/x)/\partial\varepsilon\), its transform is \(-it\,G_0(t)\). Collecting the three terms,

\[
C(t)=\frac{g^2}{\omega_p}(-it)-\frac{g^2}{\omega_p^2}+\frac{g^2}{\omega_p^2}e^{i\omega_pt},
\]

which is (10). The cumulant built from the lowest-order GW self-energy is exact for this model, because the exact exponent has no terms beyond order \(g^2\).

## What the Dyson equation does with the same self-energy

The Dyson equation \(G^{-1}=G_0^{-1}-\Sigma\) puts the lines at the zeros of \(x-g^2/(x+\omega_p)\), where \(x=\omega-\varepsilon\) is now real. Multiplication by \(x+\omega_p\) gives \(x^2+\omega_px-g^2=0\), so

\[
x_\pm=\frac{-\omega_p\pm\sqrt{\omega_p^2+4g^2}}2 .\tag{14}
\]

The weight of each line is the residue of \(G\), the inverse of the slope of \(G^{-1}\):

\[
Z_\pm=\left[1+\frac{g^2}{(x_\pm+\omega_p)^2}\right]^{-1}.\tag{15}
\]

In the example the root is \(\sqrt{225+576}=28.30\) eV, and \(x_\pm=(-15\pm28.30)/2\) gives 6.65 and −21.65 eV. The main line is at −93.35 eV with weight 0.765, and the satellite at −121.65 eV with weight 0.235. Relative to the exact spectrum of the model, the main line is 2.95 eV too low and the first satellite 16.25 eV too low. The satellite falls near the exact two-plasmon line at −120.4 eV, but this is accidental: measured from \(\varepsilon\), the satellite \(x_-\) of (14) starts at \(-\omega_p\) for \(g=0\) and moves down as \(|g|\) grows, while the two-plasmon line \((a-2)\omega_p\) of (8) starts at \(-2\omega_p\) and moves up. The two cross at a single value of \(|g|\), and the example (−21.65 eV against \(9.6-30=-20.4\) eV) happens to lie close to it.

The two lines have a direct meaning. Restrict \(H_h\) to the states \(|0\rangle\) and \(|1\rangle\):

\[
H_h^{(1)}=\begin{pmatrix}0&g\\g&\omega_p\end{pmatrix}.\tag{16}
\]

Its eigenvalues satisfy \(E^2-\omega_pE-g^2=0\), which with \(x=-E\) is the equation for (14). For an eigenvector \((u,v)\) the second row gives \(v=gu/(E-\omega_p)=-gu/(x+\omega_p)\), and normalization makes \(u^2\) equal to (15). The Dyson equation with this self-energy therefore solves the model with at most one plasmon present.

Perturbation theory for small \(g\) shows why this cutoff spoils the spacing. The state \(|0\rangle\) is pushed down by \(g^2/\omega_p\) through its coupling to \(|1\rangle\). The state \(|1\rangle\) is pushed up by \(g^2/\omega_p\) by \(|0\rangle\), and down by \((\sqrt2g)^2/\omega_p=2g^2/\omega_p\) by \(|2\rangle\). Its net shift equals that of \(|0\rangle\), and the spacing remains \(\omega_p\). Without \(|2\rangle\) only the upward push is left, and the spacing becomes \(\omega_p+2g^2/\omega_p\), the leading expansion of \(\sqrt{\omega_p^2+4g^2}\).

## Moments

The moments about \(\varepsilon\) show how much the two spectra share. By (2),

\[
M_k=\int d\omega\,(\omega-\varepsilon)^kA(\omega)=\langle0|(-H_h)^k|0\rangle .\tag{17}
\]

Two applications of \(H_h\) to the vacuum give

\[
H_h|0\rangle=g|1\rangle,\qquad H_h^2|0\rangle=g^2|0\rangle+g\omega_p|1\rangle+\sqrt2\,g^2|2\rangle .
\]

Taking scalar products of these vectors,

\[
M_1=0,\quad M_2=g^2,\quad M_3=-g^2\omega_p,\quad M_4=g^2\omega_p^2+3g^4 .\tag{18}
\]

The first result is a balance: the main line rises by \(a\omega_p\), and the satellites, which all lie below the main line, hold the mean at \(\varepsilon\). The second says that the rms width of the whole spectrum is \(|g|\), here 12 eV.

The state \(|2\rangle\) enters first in \(M_4\), where it contributes \(2g^4\). The one-plasmon matrix (16) therefore reproduces \(M_1\) to \(M_3\) and gives \(g^2\omega_p^2+g^4\) for the fourth moment. In numbers, \(g^2\omega_p^2=32400\) and \(g^4=20736\) eV⁴, so the exact fourth moment is 94608 eV⁴ and the Dyson value is 53136 eV⁴. Agreement in the mean, the width and the third moment thus does not secure the positions of the individual lines.

## Values computed for the example and the checks

```
frozen-plasmon level eps = -100.0 eV
plasmon energy w = 15.0 eV
coupling g = 12.0 eV
a = g^2/w^2 = 0.6400 (mean plasmon number)
relaxation shift a w = 9.600 eV = 0.35279 hartree
lines from diagonalization, and Poisson weight:
n = 0: position -90.400 eV, weight 0.527292, Poisson 0.527292
n = 1: position -105.400 eV, weight 0.337467, Poisson 0.337467
n = 2: position -120.400 eV, weight 0.107989, Poisson 0.107989
n = 3: position -135.400 eV, weight 0.023038, Poisson 0.023038
n = 4: position -150.400 eV, weight 0.003686, Poisson 0.003686
n = 5: position -165.400 eV, weight 0.000472, Poisson 0.000472
sum of the six weights = 0.999945
first satellite / main line = 0.6400
Dyson equation with the GW self-energy:
main line -93.349 eV, weight 0.764999
satellite -121.651 eV, weight 0.235001
separation = 28.302 eV
main-line shift from eps = 6.651 eV
moments about eps (exact model, Dyson):
order 1: 0.0, 0.0 eV^1
order 2: 144.0, 144.0 eV^2
order 3: -2160.0, -2160.0 eV^3
order 4: 94608.0, 53136.0 eV^4
rms width = 12.000 eV
```
